# Depletion of Atomic Hydrogen by Diffusion to a Diamond Surface, part 2

Atomic hydrogen, dilute in H$_2$, diffuses from a source plane at $z=0$ to a diamond surface at $z=d$, which joins some of the atoms into H$_2$. The problem is to find how much is left at the surface. The H density is $n(z)$, with $n_0$ at the source plane (measured with the surface in place) and $n_s$ at the surface. The H flux $J$ is positive towards the surface, $v$ is the mean speed of H, $D$ its diffusion coefficient, $N$ the total gas density, $p$ the pressure and $k$ Boltzmann's constant. An atom striking the surface is lost with probability $g$.

At one temperature, with Fick's law $J=-D\,dn/dz$ and no loss in the gas, the earlier results for small $g$ are

$$J=g\,\frac{n_sv}{4}, \tag{1}$$

$$\boxed{\frac{n_s}{n_0}=\frac1{1+B},\qquad B=\frac{g\,v\,d}{4D}.} \tag{3}$$

$B=1$ at the crossover gap

$$d_*=\frac{4D}{gv}. \tag{5}$$

For larger $g$, part (f) found

$$J=K\,\frac{n_sv}{4},\qquad K=\frac{g}{1-g/2}. \tag{9}$$

Part (f) tested this on a one-speed gas, whose atoms scatter isotropically from heavy centres. The mean free path is $\ell=3D/v$. The slowest disturbance decays in a time $\tau=d^2/(Dq^2)$, where $q\cot q=-B$.

For hard spheres $ND\propto\sqrt T$. The example has 20 Torr, a surface at 1200 K, $d=10$ mm, $g=0.1$, a source mole fraction of 0.05 and a collision diameter of 0.22 nm. It gave $D=740$ cm$^2$/s (about 4% too low, as part (e) noted), $B=16.96$ and $n_s/n_0=0.0557$.

### (h) What if the source gas is hotter than the surface?

*Let the gas be at $T_0$ at the source plane and $T_s$ at the surface, at constant pressure. Take its thermal conductivity proportional to $\sqrt T$, and leave out thermal diffusion for now. Find the new ratio.*

**Solution.** At constant pressure $N=p/kT$ varies across the gap. A gas of uniform composition does not separate merely because its density varies, so the flux must be driven by the gradient of the mole fraction $x=n/N$:

$$J=-ND\,\frac{dx}{dz}. \tag{11}$$

At one temperature this reduces to Fick's law.

The conducted heat flux is constant across the gap if no heat is released in it, so $\sqrt T\,dT/dz$ is constant and $T^{3/2}$ is linear in $z$:

$$T^{3/2}=T_0^{3/2}-\Delta\,\frac zd,\qquad \Delta=T_0^{3/2}-T_s^{3/2}.$$

Differentiating gives $dz/d=-\tfrac32\sqrt T\,dT/\Delta$.

Since $J$ is constant, integrating (11) gives $x_0-x_s=J\int_0^d dz/(ND)$. Let $N_s$ and $D_s$ be the values at the surface. Because $ND\propto\sqrt T$, this is

$$x_0-x_s=\frac{Jd}{N_sD_s}\,F,\qquad F=\frac1d\int_0^d\sqrt{\frac{T_s}{T}}\;dz .$$

Changing the variable from $z$ to $T$, the factors $\sqrt T$ cancel:

$$F=\frac{3\sqrt{T_s}}{2\Delta}\int_{T_s}^{T_0}dT=\frac32\,\frac{\sqrt{T_s}\,(T_0-T_s)}{T_0^{3/2}-T_s^{3/2}} . \tag{12}$$

The loss at the surface is $J=gN_sx_sv_s/4$, with the mean speed taken at $T_s$. Inserting it gives $x_0-x_s=BF\,x_s$, so

$$\frac{x_s}{x_0}=\frac1{1+BF},\qquad \frac{n_s}{n_0}=\frac{T_0}{T_s}\,\frac1{1+BF}, \tag{13}$$

where $B$ is evaluated at the surface temperature. The second form follows from $n=xp/kT$. As $T_0\to T_s$, $\Delta\to\tfrac32\sqrt{T_s}(T_0-T_s)$ and $F\to1$, which restores the result for one temperature.

With $T_0=2000$ K, a rough value for gas near the filaments, $F=0.868$. Then $BF=14.7$ and $x_s/x_0=0.0636$, which is 14% above the isothermal 0.0557. The density ratio is $0.0636\times2000/1200=0.106$, nearly twice the isothermal value.

The two numbers answer different questions. At fixed source mole fraction, the hydrogen density at the surface rises by the 14% only. The rest of the change in the density ratio arises because the hot gas at the source is thinner. When the temperatures differ, a statement about the lowering of hydrogen must therefore say whether density or mole fraction is meant.

The size of the rise depends on the hard-sphere temperature laws. In real hydrogen both quantities grow faster with temperature. With a conductivity proportional to $T^{0.75}$ and $ND\propto T^{0.7}$, the mole-fraction ratio would be 0.067, about 21% above the isothermal value.

### (i) What does the return of H$_2$ do?

*Two atoms lost at the surface return as one molecule. Find the resulting correction at one temperature.*

**Solution.** In the steady state, no hydrogen accumulates in the gap. Neglecting the little that is built into the film, none passes through the surface either. Counting H nuclei, the molecular flux $J_2$ obeys $J+2J_2=0$, so $J_2=-J/2$ and the total particle flux is $J+J_2=J/2$, directed towards the surface. This bulk flow carries H atoms in proportion to their mole fraction, which adds $xJ/2$ to the diffusive flux:

$$J=-ND\frac{dx}{dz}+\frac{xJ}2,\qquad\text{so}\qquad J\left(1-\frac x2\right)=-ND\frac{dx}{dz}. \tag{14}$$

Dividing by $1-x/2$ and integrating across the gap, with $\int dx/(1-x/2)=-2\ln(1-x/2)$,

$$J=\frac{2ND}{d}\,\ln\frac{1-x_s/2}{1-x_0/2}\simeq\frac{ND}{d}(x_0-x_s)\left(1+\frac{x_0+x_s}{4}\right).$$

The last form uses $-\ln(1-y)\simeq y+y^2/2$. For $x_0=0.05$ and a much smaller $x_s$, the correction is about 1.3%. Numerical integration of (14) with the surface condition raises $x_s/x_0$ from 0.0557 to 0.0564, in agreement. The assumption of dilute H is good here, and it would weaken in a strongly dissociated gas.

### (j) What does thermal diffusion do?

*In a temperature gradient, light atoms drift towards the hot side. Include this with a constant thermal diffusion factor $\alpha>0$, and explain why its effect depends on $B$.*

**Solution.** The flux law (11) becomes

$$J=-ND\left[\frac{dx}{dz}-\alpha\,x(1-x)\,\frac1T\frac{dT}{dz}\right].$$

The sign can be checked with $J=0$. Then $dx/[x(1-x)]=\alpha\,dT/T$, and $x/(1-x)$ is proportional to $T^\alpha$, so H is enriched where the gas is hot.

With a flux and $x\ll1$, divide by $ND$ and multiply by $T^{-\alpha}$. The terms in $x$ combine into one derivative:

$$\frac{d}{dz}\left(xT^{-\alpha}\right)=-\frac{J\,T^{-\alpha}}{ND}.$$

Integrate across the gap, multiply by $T_0^\alpha$ and insert the surface loss as in part (h):

$$\frac{x_0}{x_s}=\left(\frac{T_0}{T_s}\right)^{\alpha}+\frac Bd\int_0^d\left(\frac{T_0}{T}\right)^{\alpha}\sqrt{\frac{T_s}{T}}\;dz . \tag{15}$$

For $\alpha=0$ this is (13). For small $B$ the first term dominates, and the surface mole fraction is lowered by the full factor $(T_s/T_0)^\alpha$. For large $B$ the integral dominates. Its weight $(T_0/T)^\alpha$ runs from 1 at the source to the full value at the surface, so only an average of it counts.

With the rough value $\alpha=0.2$, the full factor would be $(0.6)^{0.2}=0.90$, a lowering of 10%. In the example the ratio falls from 0.0636 to 0.0605, which is 5%.

### (k) How much hydrogen is lost on the way?

*Two atoms can combine in a collision with a third body M. They can also combine in two steps with the help of methyl: H + CH$_3$ + M → CH$_4$ + M, then H + CH$_4$ → H$_2$ + CH$_3$. Estimate both losses.*

**Solution.** Each route turns two H atoms into one H$_2$, so the relation $J_2=-J/2$ of part (i) still holds. Counting any gas molecule as M,

$$\frac{dJ}{dz}=-2N^3\left(k_1x^2+k_2\,x_{\rm m}x\right), \tag{16}$$

where $x_{\rm m}$ is the mole fraction of CH$_3$, taken as uniform and maintained by the second step. The rough values used are $k_1=5\times10^{-33}$ cm$^6$/s, $k_2=5\times10^{-30}$ cm$^6$/s and $x_{\rm m}=10^{-3}$.

The methyl route is linear in $x$ and can be solved at one temperature. The loss frequency per H atom is

$$\nu=2k_2N^2x_{\rm m}=2(5\times10^{-30})(1.609\times10^{17})^2(10^{-3})=259\ \text{s}^{-1}.$$

The steady equation is $D\,d^2n/dz^2=\nu n$. Let $\phi^2=\nu d^2/D$. The solution with $n(d)=n_s$ and the surface slope $dn/dz=-Bn_s/d$ is

$$n(z)=n_s\left[\cosh\left(\phi-\frac{\phi z}d\right)+\frac B\phi\sinh\left(\phi-\frac{\phi z}d\right)\right].$$

At $z=0$ this gives

$$\frac{n_s}{n_0}=\frac1{\cosh\phi+B\,(\sinh\phi)/\phi}. \tag{17}$$

When $\phi\to0$ it returns to $1/(1+B)$. Here $\phi^2=259/740=0.350$, so $\cosh\phi=1.180$ and $(\sinh\phi)/\phi=1.059$. The ratio is $1/(1.180+17.97)=0.0522$, the same as from numerical integration of (16) with this route alone. Relative to 0.0557, the loss through methyl lowers the surface density by 6%.

The direct route changes the ratio from 0.0557 to 0.0556. Both losses contain $N^3$ and grow steeply with pressure. At fixed $x_{\rm m}$, $\phi^2$ is proportional to $p^3$. At 40 Torr, with the other inputs unchanged, $\phi^2=2.8$ and (17) lies 36% below $1/(1+B)$. Even a doubling of the pressure therefore calls for a new estimate of $\phi$ before (3) is used.

### (l) Do the corrections add up to a large error?

*Combine the effects, size the remaining ones, and judge the simple formula for the example.*

**Solution.** Bulk flow, thermal diffusion and the two gas losses enter one pair of equations, (16) together with

$$\frac{dx}{dz}=-\frac{J}{ND}\left(1-\frac x2\right)+\alpha\,x(1-x)\,\frac1T\frac{dT}{dz},$$

with $J=KN_sx_sv_s/4$ at the surface. Numerical solution gives these ratios:

| effect included | $x_s/x_0$ |
|---|---|
| none | 0.0557 |
| $K=0.105$ in place of $g$ | 0.0530 |
| bulk flow | 0.0564 |
| direct recombination | 0.0556 |
| recombination through CH$_3$ | 0.0522 |
| source gas at 2000 K | 0.0636 |
| the same, with thermal diffusion | 0.0605 |
| all together | 0.0569 |

The combined mole-fraction ratio is only 2% above the simple one, less than the error of about 4% in $D$ noted in part (e). This closeness is a cancellation for these inputs and for the hard-sphere temperature laws: the hotter gas raises the ratio, while finite $g$, thermal diffusion and methyl lower it. With the steeper temperature laws given at the end of part (h), the combined ratio is 0.060, about 8% above the simple one. The combined density ratio is 0.095, because the factor $T_0/T_s$ remains.

Three further effects are small here:

- **Forced flow.** A gas speed $u$ carries a flux of order $un$, against $Dn/d$ for diffusion. For a rough $u=10$ cm/s the quotient $ud/D$ is 0.014.
- **Kinetic layer.** The layer in which the density departs from the bulk line is a few mean free paths thick, and $\ell/d=0.0044$. In the one-speed gas of part (f), with this $\ell/d$ and $g=0.1$, the true density at the surface is 1% below the extended line.
- **Reverse surface reaction.** A surface that destroys H also makes some from H$_2$. In equilibrium the two rates balance. If $g$ is constant and the rate of production does not depend on $n_s$, the net loss is $(gv/4)(n_s-n_{\rm eq})$, where $n_{\rm eq}$ is the equilibrium density of H.

The equilibrium density follows from the partition functions per volume. With $\Lambda=h/\sqrt{2\pi m_{\rm H}kT}$, the atom has $4/\Lambda^3$, where 4 counts electron and nuclear spin states. The molecule has $2^{3/2}\Lambda^{-3}\cdot4\cdot(T/2\theta)\,e^{E/kT}$, with rotational temperature $\theta$, bond energy $E$ and no vibrational excitation. The square of the first over the second gives

$$\frac{n_{\rm eq}^2}{N}=\frac{8\theta}{2^{3/2}\,T}\,\frac{e^{-E/kT}}{\Lambda^3}.$$

With the rough constants $\theta=85$ K and $E=4.5$ eV, $n_{\rm eq}/n_s=4\times10^{-4}$ at 1200 K, so net dissociation of H$_2$ by the surface can be left out. This does not cover the reverse of a single step. On diamond, H first abstracts a surface H and a second atom then fills the open site. H$_2$ can refill that site too and release an atom, in competition set by $N/n_s$, which is several hundred here. The value of $g$ must therefore be the net one for the actual ratio $n_s/N$, and it falls as that ratio falls.

**Comparison with real reactors.** Hot-filament growth typically works at some tens of Torr, with a surface near 1000 to 1300 K and filaments several millimetres to about a centimetre away. The example is thus in the usual regime, with its gap at the long end. The assumption of one temperature fails when the source gas is much hotter than the surface. In the example, dropping it moves the density ratio from 0.056 to about 0.1. The loss probability is uncertain too, and it depends on temperature and on the state of the surface. If $g$ were 0.05, $B$ would be 8.5 and the isothermal ratio 0.11. Filaments are thin wires and not a plane, so the density also varies along the source side. Much of the drop in density then occurs close to the wire. For a single wire of radius $a$, with $n_0$ taken at its surface and $B\gg1$, the method of images multiplies the planar ratio below the wire by about $2/\ln(2d/a)$, a little less than one half for $a=0.25$ mm. A jump between the gas and surface temperatures is not sized here. In a microwave discharge, atoms are produced throughout a volume of gas, and $d$ then has no direct meaning as the distance to a source.

For a gap with $B\gg1$, and with pressure, temperatures, $g$ and source mole fraction held fixed, the model gives a surface density nearly proportional to $1/d$. Bringing the source closer is then effective as long as $d$ stays well above $d_*=0.59$ mm, but it also changes the heat load on the surface, and with it the temperature that was assumed fixed.

## Values computed for the example and the checks

```
Pressure: 20 Torr; surface temperature: 1200 K
Gap d: 10 mm; loss probability g: 0.10
H mole fraction at source plane: 0.050
Collision diameter: 0.22 nm
Total gas density at surface T: 1.609e+17 cm^-3
Mean thermal speed v: 5.021e+05 cm/s
Diffusion coefficient D: 740.1 cm2/s
D from friction integral: 740.1 cm2/s
B = g v d/(4D): 16.960
Lowering factor 1/(1+B): 0.05568
Same from differential equations: 0.05568
H density at source plane: 8.047e+15 cm^-3
H density at surface: 4.480e+14 cm^-3
H loss flux: 5.624e+18 cm^-2 s^-1
Diffusion-limited flux D n0/d: 5.956e+18 cm^-2 s^-1
Flux ratio when g is doubled: 1.0286
Crossover gap 4D/(g v): 0.590 mm
Lowering factor for gap 0.1 mm: 0.8550
Lowering factor for gap 1.0 mm: 0.3709
Lowering factor for gap 3.0 mm: 0.1643
Slowest mode: kd = 2.9683; lifetime: 0.1534 ms
Transport test, slab of 30 mean free paths:
  g      transport   with g    with K
  0.02   0.68764   0.68966   0.68750
  0.10   0.29760   0.30769   0.29688
  0.50   0.06378   0.08163   0.06250
  1.00   0.02313   0.04255   0.02174
Wall constant c in 1/g - c: 0.4672 (K law: 1/2)
Neglected effects, surface/source mole-fraction ratio:
  finite g, K = 0.1053: 0.05304
  bulk flow from recombination: 0.05638
  gas recombination H+H+M: 0.05559
  gas recombination through CH3: 0.05223
  source gas at 2000 K, F = 0.8683: 0.06359
  same with thermal diffusion: 0.06054
  all of these together: 0.05687
Density ratio, source gas at 2000 K only: 0.10598
Density ratio, all effects: 0.09478
Thermal diffusion factor used: 0.20
Rate constant H+H+M used: 5.0e-33 cm^6/s
Rate constant H+CH3+M used: 5.0e-30 cm^6/s
CH3 mole fraction used: 1.0e-03
Gas speed used: 10 cm/s; u d/D: 0.0135
Mean free path 3D/v: 0.0442 mm; over gap: 0.00442
Equilibrium H / H at surface: 4.41e-04
```
